**Floating spherical hydrogen atoms in H2, HF and CH4**

The program fits spherical atoms to calculated molecular X-ray amplitudes and finds the hydrogen centre displaced from the proton into the bond. Here `u` is that displacement, `d` the distance of the fitted hydrogen from the origin, `zeta` the exponent of the hydrogen density, and `f(k)` its form factor. For H2 the program asserts that the first-order displacement agrees between real space and k-space within 2%, and that a low-k fit with arbitrary `f(k)` agrees within 2% with the value of `d` from electronic second moments. It also asserts the closed form of the hydrogen stiffness, and the reversal from inward to outward displacement between the bonding and triplet two-orbital densities. For HF it asserts an inward shift of hydrogen and a fluorine shift below one fifth of the hydrogen shift when both float; for CH4 it asserts a free-atom shortening between 0.03 and 0.25 Å. With data to sin θ/λ = 0.7 Å⁻¹ and `zeta = 1`, the output shows shortenings of 0.110 Å for C–H and 0.123 Å for F–H. In H2 each atom moves by 0.126 Å with `zeta = 1` and by 0.075 Å with `f(k)` free. The molecules are static, the amplitudes are noise-free with known phases, and the HF and CH4 densities omit electron correlation.

## Check in Python

```python
# Result under test: a spherical H atom fitted to a molecular X-ray amplitude
# settles inside the bond, displaced from the proton by u of order 0.1 angstrom.
# F(k) = integral rho exp(i k.r); H atom: rho = zeta^3 exp(-2 zeta r)/pi,
# f = (1 + k^2/(4 zeta^2))^-2.  d = distance of fitted H from the origin,
# u = (proton distance) - d.  Atomic units inside, angstrom in most output.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import least_squares, minimize_scalar
from scipy.special import j0
from pyscf import gto, scf, fci, dft

BOHR = physical_constants['Bohr radius'][0] * 1e10


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


def k_points(kmax, nk, nmu, nphi=1):
    """Half sphere of scattering vectors with volume weights."""
    k, wk = gauss(0, kmax, nk)
    mu, wm = gauss(0, 1, nmu)
    phi = np.zeros(1) if nphi == 1 else (np.arange(nphi) + 0.5) * np.pi / nphi
    K, MU, PHI = np.meshgrid(k, mu, phi, indexing='ij')
    s = np.sqrt(1 - MU**2)
    vec = np.stack([K*s*np.cos(PHI), K*s*np.sin(PHI), K*MU], axis=-1)
    w = (k**2 * wk)[:, None, None] * wm[None, :, None] / nphi * np.ones_like(K)
    return vec.reshape(-1, 3), w.ravel()


def axial_grid(R, centre):
    """Spheroidal quadrature for a density symmetric about z."""
    x, wx = gauss(0, 3.6, 120)
    eta, we = gauss(-1, 1, 60)
    xi = np.cosh(x)[:, None]
    h = R / 2
    s = h * np.sqrt((xi**2 - 1) * (1 - eta**2))
    z = h * xi * eta + centre
    w = 2*np.pi * h**3 * (xi**2 - eta**2) * (np.sinh(x) * wx)[:, None] * we
    pts = np.stack([s.ravel(), np.zeros(s.size), z.ravel()], axis=1)
    return pts, w.ravel()


def axial_ft(rho_w, pts, kvec):
    return np.array([np.sum(rho_w * j0(np.hypot(q[0], q[1]) * pts[:, 0])
                            * np.exp(1j * q[2] * pts[:, 2])) for q in kvec])


def density(mol, dm, pts):
    ao = mol.eval_gto('GTOval_sph', pts)
    return np.sum((ao @ dm) * ao, axis=1)


def f_h(k, zeta=1.0):
    return (1 + k**2 / (4 * zeta**2))**-2


def fit_h(target, kvec, w, dirs, d0, free_zeta=False):
    """Least-squares H distance (and exponent); H atoms sit at d*dirs."""
    k = np.linalg.norm(kvec, axis=1)
    proj = kvec @ dirs.T

    def residual(p):
        zeta = p[1] if free_zeta else 1.0
        r = target - f_h(k, zeta) * np.exp(1j * p[0] * proj).sum(axis=1)
        r = r * np.sqrt(w)
        return np.concatenate([r.real, r.imag])
    start = [d0, 1.1] if free_zeta else [d0]
    lo, hi = [0.2*d0, 0.2], [3*d0, 10.0]
    n = len(start)
    sol = least_squares(residual, start, bounds=(lo[:n], hi[:n]),
                        xtol=1e-11, ftol=1e-12, gtol=1e-12)
    assert sol.success
    at_nuclei = np.sum(residual([d0, 1.0])**2)
    return sol.x, 2 * sol.cost / at_nuclei


def first_step(target, kvec, w, dirs, d0):
    """Linearised inward displacement, starting from the protons."""
    f = f_h(np.linalg.norm(kvec, axis=1))
    proj = kvec @ dirs.T
    wave = np.exp(1j * d0 * proj)
    g = -1j * f * (proj * wave).sum(axis=1)
    diff = target - f * wave.sum(axis=1)
    return np.sum(w * (g.conj() * diff).real) / np.sum(w * abs(g)**2)


def free_shape_fit(F, kvec, w, nk):
    """H2 half-separation when the common form factor f(k) is arbitrary."""
    F, w, kz = (a.reshape(nk, -1) for a in (F.real, w, kvec[:, 2]))

    def cost(d):
        c = 2 * np.cos(d * kz)
        f = np.sum(w*F*c, axis=1) / np.sum(w*c*c, axis=1)
        return np.sum(w * (F - f[:, None]*c)**2)
    return minimize_scalar(cost, bounds=(0.3, 0.9), method='bounded',
                           options={'xatol': 1e-7}).x


def atom_form_factor(symbol, spin, k):
    """Spherically averaged free atom, unrestricted Hartree-Fock."""
    mol = gto.M(atom=symbol + ' 0 0 0', spin=spin, basis='cc-pvtz', verbose=0)
    mf = scf.UHF(mol).run()
    assert mf.converged
    grid = dft.gen_grid.Grids(mol)
    grid.level = 3
    grid.build()
    dm = np.asarray(mf.make_rdm1()).sum(axis=0)
    rw = density(mol, dm, grid.coords) * grid.weights
    r = np.linalg.norm(grid.coords, axis=1)
    assert abs(rw.sum() - mol.nelectron) < 1e-3
    return np.array([np.sum(rw * np.sinc(q * r / np.pi)) for q in k])


def stiffness(f, k, wk):
    return np.sum(wk * k**4 * f**2) / (6 * np.pi**2)


# ---------------- H2, full CI density ----------------
R = 1.4
pair = np.array([[0, 0, 1.0], [0, 0, -1.0]])
h2 = gto.M(atom=[['H', (0, 0, -R/2)], ['H', (0, 0, R/2)]], unit='Bohr',
           basis='aug-cc-pvtz', verbose=0)
mf = scf.RHF(h2).run()
solver = fci.FCI(mf)
energy, civec = solver.kernel()
dm_mo = solver.make_rdm1(civec, mf.mo_coeff.shape[1], h2.nelectron)
dm = mf.mo_coeff @ dm_mo @ mf.mo_coeff.T
pts, wr = axial_grid(R, 0.0)
rho = density(h2, dm, pts)
assert abs(np.sum(rho * wr) - 2) < 1e-5
print(f"H2 proton distance: {R:.3f} bohr = {R*BOHR:.4f} angstrom")
print(f"H2 full-CI energy: {energy:.5f} hartree")

# linearised displacement: real space against k-space
ra = np.hypot(pts[:, 0], pts[:, 2] - R/2)
rb = np.hypot(pts[:, 0], pts[:, 2] + R/2)
a2, b2 = np.exp(-2*ra)/np.pi, np.exp(-2*rb)/np.pi
g = -2*a2*(pts[:, 2]-R/2)/ra + 2*b2*(pts[:, 2]+R/2)/rb
u_real = np.sum(wr*g*(rho-a2-b2)) / np.sum(wr*g*g)
kw, ww = k_points(20.0, 50, 24)
u_recip = first_step(axial_ft(rho*wr, pts, kw), kw, ww, pair, R/2)
assert abs(u_real - u_recip) < 0.02 * abs(u_real)
print(f"H2 first-step u, real space: {u_real*BOHR:.4f} angstrom")
print(f"H2 first-step u, k-space to 20/bohr: {u_recip*BOHR:.4f} angstrom")

# stiffness of the hydrogen position, closed form against quadrature
for zeta in (1.0, 1.2):
    val = quad(lambda q: q**4 * f_h(q, zeta)**2, 0, np.inf)[0] / (6*np.pi**2)
    assert abs(val - zeta**5/(6*np.pi)) < 1e-7
    print(f"H stiffness, zeta={zeta:.1f}: {val:.5f} bohr^-5")

# low-k limit: electronic second moments fix the centres
rr = h2.intor('int1e_rr')
aniso = np.sum(dm * (rr[8] - rr[0]))
d_moment = np.sqrt(aniso / 2)
kl, wl = k_points(0.1, 10, 10)
d_low = free_shape_fit(axial_ft(rho*wr, pts, kl), kl, wl, 10)
assert abs(d_low - d_moment) < 0.02 * d_moment
print(f"H2 electronic <z^2-x^2>: {aniso:.4f} bohr^2")
print(f"H2 quadrupole moment Theta: {R*R/2-aniso:.4f} e bohr^2")
print(f"H2 u from second moments: {(R/2-d_moment)*BOHR:.4f} angstrom")
print(f"H2 u from low-k fit, free f(k): {(R/2-d_low)*BOHR:.4f} angstrom")

# finite resolution
for smax in (0.5, 0.7, 1.0):
    kmax = 4*np.pi*smax*BOHR
    kv, w = k_points(kmax, 16, 12)
    F = axial_ft(rho*wr, pts, kv)
    p1, gain = fit_h(F, kv, w, pair, R/2)
    p2, gain2 = fit_h(F, kv, w, pair, R/2, True)
    d3 = free_shape_fit(F, kv, w, 16)
    assert p1[0] < R/2 and p2[0] < R/2 and d3 < R/2
    print(f"H2 sin(theta)/lambda max {smax:.1f} /angstrom, kmax {kmax:.3f} /bohr:")
    print(f"  u, zeta=1: {(R/2-p1[0])*BOHR:.4f} angstrom; "
          f"misfit/misfit at protons {gain:.3f}")
    print(f"  u, zeta free: {(R/2-p2[0])*BOHR:.4f} angstrom; zeta {p2[1]:.3f}; "
          f"misfit ratio {gain2:.3f}")
    print(f"  u, f(k) free: {(R/2-d3)*BOHR:.4f} angstrom; "
          f"apparent H-H {2*d3*BOHR:.4f} angstrom")

# ---------------- overlap charge as the cause ----------------
SMAX = 0.7
KMAX = 4*np.pi*SMAX*BOHR
kv, w = k_points(KMAX, 16, 12)
S = np.exp(-R)*(1+R+R*R/3)
a, b = np.sqrt(a2), np.sqrt(b2)
assert abs(np.sum(wr*a*b) - S) < 1e-7
bonding = (a+b)**2/(1+S)
triplet = (a+b)**2/(2*(1+S)) + (a-b)**2/(2*(1-S))
F_bond = axial_ft(bonding*wr, pts, kv)
F_trip = axial_ft(triplet*wr, pts, kv)
step_b = first_step(F_bond, kv, w, pair, R/2)
step_t = first_step(F_trip, kv, w, pair, R/2)
assert abs(step_t/step_b + S/(1-S)) < 1e-4
ub = R/2 - fit_h(F_bond, kv, w, pair, R/2)[0][0]
ut = R/2 - fit_h(F_trip, kv, w, pair, R/2)[0][0]
assert ub > 0 > ut
print(f"Two-orbital H2, zeta=1: overlap S {S:.4f}")
print(f"  first-step u: bonding {step_b*BOHR:.4f}, triplet {step_t*BOHR:.4f} angstrom")
print(f"  full-fit u: bonding {ub*BOHR:.4f}, triplet {ut*BOHR:.4f} angstrom")


def report(name, target, kvec, w, dirs, d0):
    p1, gain = fit_h(target, kvec, w, dirs, d0)
    p2, gain2 = fit_h(target, kvec, w, dirs, d0, True)
    print(f"{name} nuclear distance: {d0*BOHR:.4f} angstrom")
    print(f"  zeta=1: fitted {p1[0]*BOHR:.4f}, shortening "
          f"{(d0-p1[0])*BOHR:.4f} angstrom; misfit ratio {gain:.3f}")
    print(f"  zeta free: fitted {p2[0]*BOHR:.4f}, shortening "
          f"{(d0-p2[0])*BOHR:.4f} angstrom; zeta {p2[1]:.3f}; ratio {gain2:.3f}")
    return d0 - p1[0], d0 - p2[0]


# ---------------- HF molecule ----------------
RF = 0.92 / BOHR
hf = gto.M(atom=[['F', (0, 0, 0)], ['H', (0, 0, RF)]], unit='Bohr',
           basis='cc-pvtz', verbose=0)
mf = scf.RHF(hf).run()
assert mf.converged
pf, wf = axial_grid(RF, RF/2)
rw = density(hf, mf.make_rdm1(), pf) * wf
assert abs(rw.sum() - 10) < 1e-4
F = axial_ft(rw, pf, kv)
knorm = np.linalg.norm(kv, axis=1)
f_F = atom_form_factor('F', 1, knorm)
u_hf, _ = report("HF: F-H", F - f_F, kv, w, np.array([[0, 0, 1.0]]), RF)
assert u_hf > 0


def both_float(p):
    r = F - f_F*np.exp(1j*p[0]*kv[:, 2]) - f_h(knorm)*np.exp(1j*p[1]*kv[:, 2])
    r = r * np.sqrt(w)
    return np.concatenate([r.real, r.imag])


zF, zH = least_squares(both_float, [0.0, RF], xtol=1e-11).x
assert abs(zF) < 0.2 * abs(RF - zH)
print(f"  both float, zeta=1: F moves {zF*BOHR:.4f} toward H, "
      f"H moves {(RF-zH)*BOHR:.4f} angstrom toward F")
kr, wk = gauss(0, KMAX, 24)
ratio = stiffness(atom_form_factor('F', 1, kr), kr, wk) / stiffness(f_h(kr), kr, wk)
assert ratio > 50
print(f"  stiffness ratio F atom / H atom within cutoff: {ratio:.0f}")

# ---------------- CH4 ----------------
RC = 1.09 / BOHR
tetra = np.array([[1, 1, 1], [-1, -1, 1], [1, -1, -1], [-1, 1, -1]]) / np.sqrt(3)
ch4 = gto.M(atom=[['C', (0, 0, 0)]] + [['H', tuple(RC*t)] for t in tetra],
            unit='Bohr', basis='cc-pvtz', verbose=0)
mf = scf.RHF(ch4).run()
assert mf.converged
grid = dft.gen_grid.Grids(ch4)
grid.level = 2
grid.build()
rw = density(ch4, mf.make_rdm1(), grid.coords) * grid.weights
assert abs(rw.sum() - 10) < 2e-3
kc, wc = k_points(KMAX, 12, 8, 8)
F = np.array([np.sum(rw * np.exp(1j * (grid.coords @ q))) for q in kc])
f_C = atom_form_factor('C', 2, np.linalg.norm(kc, axis=1))
u1, u2 = report("CH4: C-H", F - f_C, kc, wc, tetra, RC)
assert 0.03 < u1*BOHR < 0.25 and u2 > 0

print("all good")
```

Running it gives:

```
H2 proton distance: 1.400 bohr = 0.7408 angstrom
H2 full-CI energy: -1.17263 hartree
H2 first-step u, real space: 0.1232 angstrom
H2 first-step u, k-space to 20/bohr: 0.1235 angstrom
H stiffness, zeta=1.0: 0.05305 bohr^-5
H stiffness, zeta=1.2: 0.13201 bohr^-5
H2 electronic <z^2-x^2>: 0.5196 bohr^2
H2 quadrupole moment Theta: 0.4604 e bohr^2
H2 u from second moments: 0.1007 angstrom
H2 u from low-k fit, free f(k): 0.1006 angstrom
H2 sin(theta)/lambda max 0.5 /angstrom, kmax 3.325 /bohr:
  u, zeta=1: 0.1584 angstrom; misfit/misfit at protons 0.357
  u, zeta free: 0.0793 angstrom; zeta 1.151; misfit ratio 0.001
  u, f(k) free: 0.0794 angstrom; apparent H-H 0.5821 angstrom
H2 sin(theta)/lambda max 0.7 /angstrom, kmax 4.655 /bohr:
  u, zeta=1: 0.1262 angstrom; misfit/misfit at protons 0.428
  u, zeta free: 0.0753 angstrom; zeta 1.150; misfit ratio 0.006
  u, f(k) free: 0.0745 angstrom; apparent H-H 0.5918 angstrom
H2 sin(theta)/lambda max 1.0 /angstrom, kmax 6.650 /bohr:
  u, zeta=1: 0.1145 angstrom; misfit/misfit at protons 0.467
  u, zeta free: 0.0739 angstrom; zeta 1.147; misfit ratio 0.016
  u, f(k) free: 0.0717 angstrom; apparent H-H 0.5974 angstrom
Two-orbital H2, zeta=1: overlap S 0.7529
  first-step u: bonding 0.0395, triplet -0.1204 angstrom
  full-fit u: bonding 0.0410, triplet -0.1027 angstrom
HF: F-H nuclear distance: 0.9200 angstrom
  zeta=1: fitted 0.7970, shortening 0.1230 angstrom; misfit ratio 0.731
  zeta free: fitted 0.8007, shortening 0.1193 angstrom; zeta 1.065; ratio 0.696
  both float, zeta=1: F moves -0.0038 toward H, H moves 0.1496 angstrom toward F
  stiffness ratio F atom / H atom within cutoff: 1154
CH4: C-H nuclear distance: 1.0900 angstrom
  zeta=1: fitted 0.9796, shortening 0.1104 angstrom; misfit ratio 0.704
  zeta free: fitted 0.9732, shortening 0.1168 angstrom; zeta 1.231; ratio 0.086
all good
```
